# Hydrogen in front of a perfectly conducting wall

## Problem

A hydrogen atom in its 1s state has its nucleus at height $z$ above a grounded, perfectly conducting plane. Use atomic units, Gaussian electrostatics, a fixed nucleus and non-relativistic quantum mechanics. Take $a_0\ll z\ll c/\omega_{12}$, with $\omega_{12}$ the 1s–2p frequency, so that the electron cloud does not reach the wall and the wall's field needs no travel time. The electron is at $\mathbf r=(x,y,\zeta)$ from the nucleus, with $\zeta=r\cos\theta$ measured away from the wall.

(a) Using image charges, show that the energy shift is $U=-C_3/z^3+\dots$ with $C_3=\langle r^2\rangle/12=1/4$.

(b) Find the terms in $z^{-5}$ and $z^{-6}$.

(c) Derive $C_3$ as an integral of the polarisability $\alpha(iu)$ for a wall of dielectric function $\epsilon(iu)$, and show that the perfect-conductor limit reproduces (a).

(d) State what changes for a hydrogenic ion and for a finite nuclear mass.

(e) Evaluate the shift at $z=10$ Å for the perfect conductor and for a model plasma wall with $\hbar\omega_p=10$ eV.

## Solution

### (a) Image charges

A charge $q$ at $(X,Y,h)$ and a charge $-q$ at $(X,Y,-h)$ give zero potential on the plane. By uniqueness for Poisson's equation, the charge induced on the wall therefore acts above it like the image $-q$. Let $\phi_{\rm im}$ be the potential of all images. Raise all charges together as $\lambda q_i$, with $\lambda$ going from 0 to 1. The induced potential is $\lambda\phi_{\rm im}$, and the ground at zero potential does no work, so the energy due to the wall is

$$W=\int_0^1 d\lambda\,\lambda\sum_i q_i\phi_{\rm im}(\mathbf r_i)=\tfrac12\sum_i q_i\phi_{\rm im}(\mathbf r_i).$$

The factor $\tfrac12$ can be checked through the force. A surface element of charge density $|\sigma|=|E_z|/4\pi$ feels the mean $E_z/2$ of the fields on its two sides, so $dW/dz=\int E_z^2/(8\pi)\,dA$. The numerical check tests this for one electron position; both sides equal $0.00293428$ a.u.

The nucleus is at distance $2z$ from its image, the electron at $2(z+\zeta)$ from its own, and each particle is at distance $|2z\hat{\mathbf z}+\mathbf r|$ from the image of the other. The two cross terms are equal and repulsive, and their halves add:

$$V=-\frac{1}{4z}-\frac{1}{4(z+\zeta)}+\frac{1}{|2z\hat{\mathbf z}+\mathbf r|}.$$

For $r<z$ the geometric series expands the second term, and the Legendre generating function, with $P_l(-t)=(-1)^lP_l(t)$, expands the third:

$$V=-\frac1{4z}+\sum_{l=0}^\infty\frac{(-1)^l}{z^{l+1}}\left[-\frac{\zeta^l}{4}+\frac{r^lP_l(\cos\theta)}{2^{l+1}}\right].$$

At order $z^{-1}$ the sum $-\tfrac14-\tfrac14+\tfrac12$ vanishes because the atom is neutral. At order $z^{-2}$ the bracket $-\zeta/4+\zeta/4$ vanishes too. At order $z^{-3}$, with $r^2P_2=(3\zeta^2-r^2)/2$,

$$V_3=\frac{1}{z^3}\left[-\frac{\zeta^2}{4}+\frac{3\zeta^2-r^2}{16}\right]=-\frac{x^2+y^2+2\zeta^2}{16z^3}=-\frac{r^2}{12z^3}\left(1+\tfrac12P_2\right),$$

where the last form uses $\cos^2\theta=(1+2P_2)/3$. This is negative for every electron position: the instantaneous dipole $-\mathbf r$ always attracts its image. The mean dipole is zero, but $V_3$ is quadratic in the instantaneous dipole, whose mean square is not zero, so a shift appears in first order. The angular mean of $P_2$ is zero, which gives $\langle V_3\rangle=-\langle r^2\rangle/(12z^3)$. For $\psi=e^{-r}/\sqrt\pi$,

$$\langle r^n\rangle=4\int_0^\infty r^{n+2}e^{-2r}dr=\frac{(n+2)!}{2^{n+1}},$$

so $\langle r^2\rangle=3$ and

$$C_3=\frac{\langle r^2\rangle}{12}=\frac14 .$$

### (b) Higher orders

In first order, terms of odd $l$ average to zero by parity. For $l=2k>0$, $\langle P_{2k}\rangle=0$ and $\langle\cos^{2k}\theta\rangle=1/(2k+1)$, so the contribution is $-C_{2k+1}/z^{2k+1}$ with

$$C_{2k+1}=\frac{\langle r^{2k}\rangle}{4(2k+1)},\qquad C_5=\frac{45/2}{20}=\frac98,\qquad C_7=\frac{315}{28}=\frac{45}{4}.$$

These first-order coefficients grow factorially, so the series is asymptotic. The cause is the region $r>z$, where the expansion fails and $V$ is singular at the wall; its weight falls as $e^{-2z}$ times powers of $z$, faster than any term kept. The program averages the unexpanded $V$ over $r<0.8z$ at 20 and 40 bohr and tests that the remainder after $C_3$, $C_5$, $C_7$ is attractive and below $400/z^9$.

Second order begins at $z^{-6}$, with $V_3$ acting twice. For a perturbation $v(r)P_l$, the first-order state $\chi=\sum_n'|n\rangle\langle n|vP_l|0\rangle/(E_0-E_n)$ obeys $(H_0-E_0)\chi=-(vP_l-\langle vP_l\rangle)\psi$. Put $\chi=f(r)P_l\psi$. Since $(H_0-E_0)(F\psi)=-\tfrac12\psi\nabla^2F-\nabla F\cdot\nabla\psi$ and $\psi'=-\psi$, this is the Dalgarno–Lewis equation

$$-\tfrac12f''-\frac{f'}{r}+f'+\frac{l(l+1)}{2r^2}f=-\tilde v,\qquad E^{(2)}=\frac{\langle\tilde vf\rangle}{2l+1},$$

with $\tilde v=v-\langle v\rangle$ for $l=0$, $\tilde v=v$ otherwise, and $1/(2l+1)$ the angular mean of $P_l^2$.

For $l=0$, $\tilde v=r^2-3$. The function $f=-r^2-r^3/3$ makes the left side $(1+r)+(2+r)-(2r+r^2)=3-r^2$, as required. Then $E^{(2)}=-\langle r^4\rangle-\tfrac13\langle r^5\rangle+3\langle r^2\rangle+\langle r^3\rangle=-\tfrac{45}2-\tfrac{105}4+9+\tfrac{15}2=-\tfrac{129}4$.

For $l=2$, $\tilde v=r^2$. The function $f=-r^2/2-r^3/3$ gives $(\tfrac12+r)+(1+r)-(r+r^2)-(\tfrac32+r)=-r^2$, and $E^{(2)}=-\tfrac15(\tfrac{45}4+\tfrac{105}4)=-\tfrac{15}2$.

The two parts of $V_3$ have prefactors $1/12$ and $1/24$ and reach s and d states respectively, so there is no cross term:

$$C_6=\frac{129/4}{144}+\frac{15/2}{576}=\frac{91}{384},\qquad U=-\frac{1}{4z^3}-\frac{9}{8z^5}-\frac{91}{384z^6}-\dots$$

Diagonalising $H_0+V_3$ in a Laguerre basis returns $C_3=0.25000$ and $C_6=0.2370$ a.u., against $91/384=0.23698$.

### (c) The polarisability integral

Treat the wall as a quantum system with states $|k\rangle$ and excitation energies $\omega_k$, whose charges produce a field operator $\mathbf E$ at the nucleus. For a neutral atom, and to leading order in $a_0/z$, the coupling is $-\mathbf d\cdot\mathbf E$ with $\mathbf d=-\mathbf r$. Both $\langle0|\mathbf d|0\rangle$ and $\langle0|\mathbf E|0\rangle$ vanish, so first order gives nothing and in second order both partners are excited. With real eigenstates and repeated indices summed,

$$U=-\sum_{n,k}\frac{d_i^{0n}d_j^{0n}\,E_i^{0k}E_j^{0k}}{\omega_n+\omega_k}.$$

The denominator can be factorised. For $a,b>0$, partial fractions and $\int_0^\infty du/(a^2+u^2)=\pi/2a$ give

$$\int_0^\infty\!\frac{du}{(a^2+u^2)(b^2+u^2)}=\frac{1}{b^2-a^2}\,\frac\pi2\left(\frac1a-\frac1b\right)=\frac{\pi}{2ab(a+b)},$$

with $a=b$ following by continuity. Hence $1/(a+b)=(2/\pi)\int_0^\infty ab\,du/[(a^2+u^2)(b^2+u^2)]$.

Each factor is a response function. Apply a field $\mathbf Fe^{ut}$ with $u>0$ to the atom; this is $e^{-i\omega t}$ at $\omega=iu$. The first-order amplitudes obey $i\dot c_n=\omega_nc_n-d_j^{0n}F_je^{ut}$, so $c_n=d_j^{0n}F_je^{ut}/(\omega_n-iu)$, and $\langle d_i\rangle=\sum_nd_i^{0n}(c_n+c_n^*)=\alpha_{ij}F_je^{ut}$. The same steps for the wall driven by a classical dipole $\mathbf pe^{ut}$ give $\langle E_i\rangle=G_{ij}p_je^{ut}$. Thus

$$\alpha_{ij}(iu)=\sum_n\frac{2\omega_nd_i^{0n}d_j^{0n}}{\omega_n^2+u^2},\qquad G_{ij}(iu)=\sum_k\frac{2\omega_kE_i^{0k}E_j^{0k}}{\omega_k^2+u^2}.$$

The product $\alpha_{ij}G_{ij}$ carries a factor 4, and $(2/\pi)/4=1/2\pi$. For the spherical state $\alpha_{ij}=\alpha\delta_{ij}$, so

$$U=-\frac1{2\pi}\int_0^\infty\alpha(iu)\,{\rm tr}\,G(iu)\,du .$$

$G$ is the field the wall sends back to a unit dipole. Without retardation and for a local $\epsilon$, electrostatics fixes it at each $u$. For a unit charge at height $h$, try $1/R-\rho/R'$ outside and $\tau/R$ inside, with $R$ and $R'$ the distances to the charge and its mirror point. On the plane $R=R'$, and the normal derivatives of $1/R$ and $1/R'$ are $+h/R^3$ and $-h/R^3$. Continuity of the potential gives $1-\rho=\tau$, continuity of the normal displacement gives $1+\rho=\epsilon\tau$, and so $\rho=(\epsilon-1)/(\epsilon+1)$. A dipole at $\mathbf r'$ has the induced potential $\mathbf p\cdot\nabla'(-\rho/R')$, so $G_{ij}=\rho\,\partial_i\partial_j'(1/R')$ with $R'^2=(X-X')^2+(Y-Y')^2+(h+h')^2$, taken at $X=X'$, $Y=Y'$, $h=h'=z$. There $\partial_X\partial_{X'}(1/R')=1/(2z)^3$, the same holds for $Y$, $\partial_h\partial_{h'}(h+h')^{-1}=2/(2z)^3$, and the mixed derivatives vanish. Then ${\rm tr}\,G=4\rho/8z^3=\rho/2z^3$ and

$$C_3=\frac1{4\pi}\int_0^\infty\alpha(iu)\,\frac{\epsilon(iu)-1}{\epsilon(iu)+1}\,du .$$

To reach the perfect conductor, take free electrons of density $N$. A displacement $\xi e^{ut}$ obeys $u^2\xi=-E$, the polarisation is $-N\xi=NE/u^2$, and $\epsilon=1+\omega_p^2/u^2$ with $\omega_p^2=4\pi N$. Then $\rho=\omega_s^2/(\omega_s^2+u^2)$ with $\omega_s=\omega_p/\sqrt2$. The identity above, with $\zeta_n=\langle n|\zeta|0\rangle$, gives

$$C_3(\omega_s)=\frac1{4\pi}\sum_n2\omega_n\zeta_n^2\,\omega_s^2\,\frac{\pi}{2\omega_n\omega_s(\omega_n+\omega_s)}=\frac14\sum_n\zeta_n^2\frac{\omega_s}{\omega_s+\omega_n}.$$

The perfect conductor is the limit $\omega_s\to\infty$, a wall that responds faster than any transition carrying weight. Since $0<\rho<1$ and $\alpha$ is positive and integrable, the limit may be taken under the integral, setting $\rho=1$. Each state contributes $\int_0^\infty2\omega_n\,du/(\omega_n^2+u^2)=\pi$, whatever its energy. Closure over all states, bound and continuum, with $\langle0|\zeta|0\rangle=0$, then gives

$$C_3=\frac1{4\pi}\int_0^\infty\alpha(iu)\,du=\frac14\sum_n\zeta_n^2=\frac{\langle\zeta^2\rangle}{4}=\frac{\langle r^2\rangle}{12}=\frac14 .$$

The excitation energies drop out, and for that reason a second-order formula agrees with the first-order average of (a). For several electrons in a spherical state the same closure gives $\langle(\sum_i\mathbf r_i)^2\rangle/12$, which includes cross terms between electrons.

The approach to the limit follows from the Thomas–Reiche–Kuhn rule. Since $[H_0,\zeta]=-ip_\zeta$, one has $[\zeta,[H_0,\zeta]]=1$, whose expectation value is $2\sum_n\omega_n\zeta_n^2$. This gives $u^2\alpha\to1$ at large $u$. It also gives, from $\omega_s/(\omega_s+\omega)=1-\omega/\omega_s+\omega^2/[\omega_s(\omega_s+\omega)]$, the form $C_3(\omega_s)=\tfrac14-1/(8\omega_s)$ plus a positive remainder.

The static value follows from the Dalgarno–Lewis equation with $l=1$, $v=r$. The function $f=-r-r^2/2$ gives $\tfrac12+(1/r+1)-(1+r)-(1/r+\tfrac12)=-r$, so $\alpha(0)=-2E^{(2)}=\tfrac23(3+\tfrac{15}4)=\tfrac92$. The one-pole form $\alpha(0)/[1+\alpha(0)u^2]$ has both limits right; its integral over $u$ is $\tfrac\pi2\sqrt{\alpha(0)}$, which after division by $4\pi$ gives the estimate $\sqrt{\alpha(0)}/8$ for $C_3$. That is an upper bound on $C_3$, because the Cauchy–Schwarz inequality gives $(\sum\zeta_n^2)^2\le(\sum\omega_n\zeta_n^2)(\sum\zeta_n^2/\omega_n)=\alpha(0)/4$. It lies about 6% above the exact $C_3$ (ratio 1.0607).

Closure needs the continuum. With reduced radial functions $2re^{-r}$ and $r^2e^{-r/2}/2\sqrt6$ and the angular factor $1/\sqrt3$, $|\zeta_{2p}|=4!\,(2/3)^5/\sqrt{18}$, so $\zeta_{2p}^2=2^{15}/3^{10}=0.5549$ out of $\langle\zeta^2\rangle=1$. Numerical quadrature for the $np$ states up to $n=200$, with an $n^{-3}$ tail, gives 0.7166 for all bound states. The remainder, 0.2834, is what closure assigns to the continuum; it was not computed separately.

### (d) Ions and nuclear mass

For nuclear charge $Z$ the first term of $V$ is multiplied by $Z^2$ and the third by $Z$. Order $z^{-1}$ becomes $(-Z^2-1+2Z)/4z=-(Z-1)^2/4z$, which dominates at large $z$. The $z^{-3}$ law as the leading term belongs to the neutral atom. Two further changes follow. At order $z^{-2}$ the term $-(Z-1)\zeta/4z^2$ survives; it averages to zero in first order, but it is a uniform field acting on an ion of polarisability $9/2Z^4$, so in second order it adds $-9(Z-1)^2/(64Z^4z^4)$. At order $z^{-3}$ the $P_2$ term still averages to zero, so the coefficient is $\langle r^2\rangle/12=1/4Z^2$.

For nuclear mass $M$, measure $z$ from the centre of mass, taken as slow. The heights are $z-s\zeta$ and $z+(1-s)\zeta$ with $s=1/(M+1)$, and the cross term is $1/D-(x^2+y^2)/2D^3+\dots$ with $D=2z+(1-2s)\zeta$. Geometric series give, at order $z^{-2}$, $\tfrac14\zeta[-s+(1-s)-(1-2s)]=0$. At order $z^{-3}$ they give $\tfrac18\zeta^2[-2s^2-2(1-s)^2+(1-2s)^2]=-\zeta^2/8$, together with $-(x^2+y^2)/16$. So $V_3$ does not depend on $s$. The relative motion has mass $\mu=M/(M+1)$ and ground state $\propto e^{-\mu r}$, so $\langle r^2\rangle=3/\mu^2$ and $C_3=1/(4\mu^2)$.

### (e) Numbers

The sum for $\alpha$ equals $2\,{\rm Re}\langle0|\zeta(H_0-E_0+iu)^{-1}\zeta|0\rangle$, which the program evaluates on a radial grid:

| $\hbar u$ (eV) | 0 | 5 | 10 | 20 | 50 | 100 |
|---|---|---|---|---|---|---|
| $\alpha$ (Å$^3$) | 0.6668 | 0.5575 | 0.3798 | 0.1743 | 0.0388 | 0.0105 |

The tests are $\alpha(0)=9/2$, $u^2\alpha=0.99997$ at $u=200$ a.u., and the quadrature $\int\alpha\,du=3.141593$ a.u., which gives $C_3=3.141593/4\pi=0.250000$ a.u. With 1 hartree bohr$^3$ $=4.032311$ eV Å$^3$,

$$C_3=0.25\times4.032311=1.00808\ \text{eV Å}^3 .$$

The proton mass ratio 1836.153 gives $\mu=0.9994557$ and $1/\mu^2=1.001090$, so $C_3=1.00918$ eV Å$^3$.

At $z=10$ Å, $z/a_0=10/0.529177=18.8973$. For the fixed nucleus the leading term is $-1.00808/10^3=-1.00808\times10^{-3}$ eV. The $C_5$ term is smaller by $(9/2)/18.8973^2=0.0126$ and equals $-1.270\times10^{-5}$ eV. The $C_6$ term is smaller by $(91/96)/18.8973^3=1.40\times10^{-4}$ and equals $-1.4\times10^{-7}$ eV. The unexpanded first-order average, taken over $r<0.8z$ as in (b) because the term $-1/[4(z+\zeta)]$ makes the untruncated average diverge logarithmically at the wall, is $-1.02116\times10^{-3}$ eV, which, with unrounded values, lies $3.7\times10^{-7}$ eV below the sum $-1.02078\times10^{-3}$ eV of the $C_3$ and $C_5$ terms. Most of that gap is the $C_7$ term, $45/18.8973^4=3.5\times10^{-4}$ of the leading term, or $-3.6\times10^{-7}$ eV. At this height the $z^{-7}$ term exceeds the $z^{-6}$ term, since $C_7/C_6\approx47$ is larger than $z/a_0$.

These digits belong to the non-retarded model. With $\hbar\omega_{12}=10.2043$ eV the retardation length is $c/\omega_{12}=193$ Å, and the round trip $2z$ is $20/193\approx0.10$ of it. Retardation lies outside the model, and at this height it outweighs the 1.3% correction from $C_5$. The standard retarded result for a perfect mirror, quoted here without derivation, multiplies $\alpha(iu)$ in the integral for $C_3$ by $e^{-x}(1+x+x^2/2)$ with $x=2uz/c$. With the large-$u$ form $\alpha\to1/u^2$, the integral $\int\alpha\,du=\pi$ loses $(2z/c)\int_0^\infty[1-e^{-x}(1+x+x^2/2)]\,dx/x^2=z/c$, where integration by parts turns the integral over $x$ into $\int_0^\infty\tfrac12xe^{-x}dx=\tfrac12$. The attraction is thus weakened by the fraction $z/\pi c=18.8973/(137.036\,\pi)\approx4.4\%$ (4.3% with the full $\alpha$), more than three times the $C_5$ term and of the opposite sign.

For the model plasma wall, $\hbar\omega_s=10/\sqrt2=7.0711$ eV. The integral gives $C_3=0.3658$ eV Å$^3$, which is 0.363 of the perfect-conductor value, and a leading shift of $-3.66\times10^{-4}$ eV at 10 Å. This too is a non-retarded, leading-order figure; retarded reflection coefficients for the same wall lower it by about 0.35%. The model is a local, sharp-edged free-electron wall and is no prediction for a real metal, where bound-electron (interband) response adds to $\epsilon(iu)$ and the plane from which $z$ is measured is not fixed by a local $\epsilon$: at 10 Å each 0.1 Å in its position moves the $z^{-3}$ shift by 3%. The reduction is built into the factor $\omega_s/(\omega_s+\omega_n)$: every $\hbar\omega_n$ is at least 10.2043 eV, so the ratio cannot exceed $7.0711/17.2754=0.409$. As an independent test, the atom is coupled to an oscillator by $g\zeta(a+a^\dagger)$. Its response $2\omega_sg^2/(\omega_s^2+u^2)$ has the same $u$ dependence as $\rho$, so it stands for the wall in second order. By the formula of (c), the lowering of the energy divided by the static response $2g^2/\omega_s$ is $\frac1{2\pi}\int_0^\infty\alpha\rho\,du$, and multiplying it by $z^3\,{\rm tr}\,G/\rho=\tfrac12$ gives $C_3$. Diagonalisation at weak coupling, scaled in this way, returns 0.3658 eV Å$^3$. At $\omega_s=20$ a.u. it returns 0.24395 a.u., just above $\tfrac14-1/(8\omega_s)=0.24375$ a.u., as the positive remainder in (c) requires.

## Table of computed values

```
hartree = 27.211386 eV, bohr = 0.529177 A, hartree*bohr^3 = 4.032311 eV A^3
wall test: pressure force 0.00293428, dW/dz 0.00293428 a.u.
<r^2> = 3 a.u.
<r^3> = 15/2 a.u.
<r^4> = 45/2 a.u.
<r^5> = 315/4 a.u.
<r^6> = 315 a.u.
C3 = 1/4, C5 = 9/8, first-order C7 = 45/4 a.u.
second-order sums: l=0 129/4, l=2 15/2; C6 = 91/384 = 0.23698 a.u.
diagonalisation of H0+V3: C3 = 0.25000, C6 = 0.2370 a.u.
alpha(0) = 9/2 a.u. exact, grid 4.500000 a.u.
hbar u =   0 eV: alpha = 0.66683 A^3
hbar u =   5 eV: alpha = 0.55754 A^3
hbar u =  10 eV: alpha = 0.37978 A^3
hbar u =  20 eV: alpha = 0.17429 A^3
hbar u =  50 eV: alpha = 0.03883 A^3
hbar u = 100 eV: alpha = 0.01053 A^3
u^2 alpha at u = 200 a.u.: 0.99997
integral of alpha du = 3.141593 a.u. (pi = 3.141593)
C3 images = 0.250000 a.u. = 1.00808 eV A^3
C3 polarisability = 0.250000 a.u. = 1.00808 eV A^3
one-pole C3 = 1.06923 eV A^3, ratio to exact 1.0607
share of <zeta^2>: 2p 0.5549, all bound 0.7166
share left to the continuum 0.2834
example height z = 10.0 A, z/bohr = 18.8973
C3 term = -1.00808e-03 eV
C5 term = -1.2703e-05 eV, ratio to C3 term 0.01260
C6 term = -1.416e-07 eV, ratio to C3 term 1.40e-04
unexpanded first-order shift = -1.02116e-03 eV
1s-2p energy = 10.2043 eV, c/omega = 193.4 A
proton mass ratio 1836.153, mu = 0.9994557, C3 = 1.00918 eV A^3
finite-mass factor on C3 = 1.001090
plasma wall: hbar wp = 10.0 eV, hbar ws = 7.0711 eV
plasma C3: integral 0.3658, oscillator 0.3658 eV A^3
plasma C3 / perfect C3 = 0.3629
plasma C3 term at z = -3.6580e-04 eV
ws = 20 a.u.: C3 = 0.24395, 1/4 - 1/(8 ws) = 0.24375 a.u.
```
